# Carbon thickness permitted on eleven normal-incidence mirrors

## The problem

An extreme-ultraviolet optical train contains eleven mirrors, each used once at normal incidence. Carbon grows on all of them to the same thickness $t$. The carbon absorbs with coefficient $a=6.5$ per micrometre, and interference is to be ignored. What thickness may each mirror carry if the whole train is to lose no more than 5 percent of its throughput?

Three conventions fix the meaning of the question. The coefficient $a$ refers to intensity, not field amplitude. The 5 percent is relative to the throughput of the same train with clean mirrors. The film changes nothing except by absorbing: the coating beneath keeps its clean reflectance. In the unit that suits the film, $a=0.0065\ \mathrm{nm^{-1}}$.

## A tempting solution

Light meets eleven films of thickness $t$, so it seems to travel through a total carbon thickness $11t$. Exponential absorption then gives

$$
e^{-11at}=0.95,\qquad t=\frac{-\ln 0.95}{11a}=\frac{0.051293}{0.0715\ \mathrm{nm^{-1}}}=0.717\ \mathrm{nm}.
$$

The exponential law and the logarithm are both right. The fault is in the path length. The reflecting coating lies underneath the carbon, so light crosses the film on its way in and crosses it again on its way out. Eleven mirrors mean 22 passages. A train with 0.717 nm on each mirror would transmit $0.95^2=0.9025$ of its clean throughput, a loss of almost 10 percent.

## The right solution

In a path element $ds$ of carbon, the intensity $I$ falls in proportion to itself:

$$
\frac{dI}{ds}=-aI .
$$

Dividing by $I$ and integrating from $0$ to $s$ gives $\ln[I(s)/I(0)]=-as$, hence $I(s)=I(0)e^{-as}$.

Let mirror $j$ have clean reflectance $R_j$ and film thickness $t_j$. The light is reduced by $e^{-at_j}$ going in, by $R_j$ at the coating, and by $e^{-at_j}$ coming out. The mirror therefore passes on the fraction $R_je^{-2at_j}$. For $N$ mirrors the fractions multiply:

$$
T=\prod_{j=1}^{N}R_je^{-2at_j},\qquad T_0=\prod_{j=1}^{N}R_j .
$$

The clean reflectances cancel in the ratio, and the exponents add:

$$
\frac{T}{T_0}=\exp\left(-2a\sum_{j=1}^{N}t_j\right).
$$

For equal films the sum is $Nt$. If the permitted relative loss is $L$, then

$$
e^{-2Nat}=1-L .
$$

Taking the logarithm and dividing by $-2Na$,

$$
t=\frac{-\ln(1-L)}{2Na}
=\frac{0.051293}{2\times 11\times 0.0065\ \mathrm{nm^{-1}}}
=\frac{0.051293}{0.1430\ \mathrm{nm^{-1}}}
=0.359\ \mathrm{nm}.
$$

The permitted thickness is about 0.36 nm, or 3.6 angstrom, on each mirror. Integrating the absorption equation numerically through all 22 passages, with mirrors of unequal reflectance, and solving for the thickness gives the same 0.3587 nm.

## Reading the result

Each mirror loses only 0.465 percent of its reflectance. Allowing 5 percent at every mirror would permit 3.95 nm each, but the train would then transmit only $0.95^{11}\approx0.57$ of its clean throughput.

The figure 3.95 nm does have a proper meaning: it is the carbon budget summed over the train, $11\times0.3587$ nm. Within this model it does not matter how the budget is shared. Films rising evenly from 0.072 nm on the first mirror to 0.646 nm on the last have the same sum, and tracing the light through them again gives a loss of 5.000 percent.

For small $L$, the expansion $-\ln(1-L)=L+L^2/2+\cdots$ gives $t\approx L/(2Na)=0.350$ nm. This is about 2.5 percent below the full result, as the first omitted term predicts: relative to $L$, it is $L/2=0.025$.

With a rough carbon density of $2.2\ \mathrm{g/cm^3}$, the film holds $3.96\times10^{15}$ atoms per square centimetre. One graphene sheet holds $3.82\times10^{15}$. The permitted film thus contains about one atomic sheet of carbon, and its thickness is best read as an average coverage.

## What ignoring interference leaves out

At a wavelength $\lambda=13.5$ nm the film is much thinner than the period, about 6.75 nm, of the standing wave formed by incident and reflected light. It samples one part of that wave, not its average. The consequence can be found from the wave equation.

Use the time factor $e^{-i\omega\tau}$, with $\tau$ the time, and let $k=2\pi/\lambda$. The film has index $n=1-\delta+i\beta$. A wave $e^{iknz}$ has intensity proportional to $e^{-2k\beta z}$, so $a=2k\beta$. Let $r=\sqrt R\,e^{i\phi}$ be the reflection amplitude of the clean coating in vacuum.

In vacuum, at the surface of the clean coating, the field $e^{ikz}+re^{-ikz}$ has value $1+r$ and slope $ik(1-r)$. The coating fixes the ratio of slope to value. Put the film between $z=0$ and the coating at $z=t$. Since field and slope are continuous, at the coating

$$
E(t)=A(1+r),\qquad E'(t)=ikA(1-r),
$$

with $A$ a constant. Inside the film $E''=-k^2n^2E$. To first order in $t$, stepping back to the front face gives

$$
E(0)=E(t)-tE'(t)=A[(1+r)-ikt(1-r)],
$$

$$
\frac{E'(0)}{ik}=\frac{E'(t)+tk^2n^2E(t)}{ik}=A[(1-r)-iktn^2(1+r)].
$$

Half the sum of these expressions is the incident amplitude, and half their difference is the reflected amplitude. Their ratio is the new reflection amplitude $r'$. Keeping first order in $t$,

$$
\begin{aligned}
r'&=r-\frac{ikt}{2}[(1-r)-n^2(1+r)]+\frac{ikt}{2}\,r[(1-r)+n^2(1+r)]\\
&=r+\frac{ikt}{2}[n^2(1+r)^2-(1-r)^2].
\end{aligned}
$$

Because $(1-r)^2=(1+r)^2-4r$, this becomes

$$
r'=r(1+2ikt)+\frac{ikt}{2}(n^2-1)(1+r)^2 .
$$

The term $2ikt$ only turns the phase of $r$, to this order. To find the change of reflectance, write $(n^2-1)/2=-d+ib$, where $b=(1-\delta)\beta$ and $d\approx\delta$. The factor multiplying $(1+r)^2$ is then $ikt(-d+ib)=-kt(b+id)$. Also,

$$
\begin{aligned}
r^*(1+r)^2&=r^*+2R+Rr\\
&=2R+\sqrt R\,[(1+R)\cos\phi-i(1-R)\sin\phi].
\end{aligned}
$$

The first-order change is $\Delta R=2\,\mathrm{Re}[r^*(r'-r)]$. Taking the real part of the product,

$$
\Delta R=-2kt\left\{b[2R+\sqrt R(1+R)\cos\phi]+d\sqrt R(1-R)\sin\phi\right\}.
$$

Division by $-R$ gives the fractional loss at one mirror:

$$
-\frac{\Delta R}{R}=4kbt\,F(\phi),
$$

$$
F(\phi)=1+\frac{1+R}{2\sqrt R}\cos\phi+\frac{d}{b}\frac{1-R}{2\sqrt R}\sin\phi .
$$

Averaged over $\phi$, $F$ is 1. Since $4kb=4k\beta(1-\delta)=2a(1-\delta)$, the average loss is $2at(1-\delta)$. With the rough value $\delta=0.038$, this is the simple two-passage loss to within 4 percent. Ignoring interference therefore amounts, at leading order and apart from this small factor, to averaging over the phase of the mirror.

The limit $R=1$ shows the mechanism. Then $F=1+\cos\phi$: a film at a node of the standing wave absorbs nothing at first order, and a film at an antinode absorbs twice the average. For $R<1$ the refractive term in $d$ also acts. It changes how much light enters the coating, and it can make $F$ negative, so that the film raises the reflectance.

## The size of the effect for this film

Take an ideal mirror of 40 molybdenum/silicon pairs with a 2.5 nm ruthenium cap, using rough optical constants. Its period, tuned for greatest reflectance at 13.5 nm, is 6.90 nm. Its reflectance is 73.9 percent and its reflection phase is $-58.8$ degrees.

At this reflectance $F$ ranges from $-0.316$ to $2.316$ as the phase is varied. If all eleven mirrors had the worst phase, the 0.359 nm film would cost 10.8 percent of the throughput, and the permitted thickness would fall to 0.161 nm. At the most favourable phase the same film would raise the throughput by 1.5 percent.

For the capped coating itself, the loss at 13.5 nm is 4.84 percent and the permitted thickness is 0.369 nm, close to the simple answer. Yet $F(-58.8^\circ)=0.804$, which alone would suggest a loss near 3.9 percent. The difference arises because the phase turns as the film builds up. Counting only the term $2ikt$, it has advanced by $kt=0.167$ rad, or 9.6 degrees, halfway through the film; refraction in the carbon reduces this slightly. At $-49.2$ degrees $F$ is about 1.02, and the total exponent becomes $0.0513\times0.962\times1.02\approx0.050$, a loss of about 4.9 percent. The close agreement with the simple answer belongs to this coating's phase and is not a general property of multilayers. It is also sensitive to the layer thicknesses. A change of 0.005 nm in the period moves the loss by almost 0.2 percentage points and the permitted thickness by about 0.01 nm. The rough inputs matter as well: changing the molybdenum fraction of the period by 0.02, with the period retuned, or the carbon $\delta$ by 0.004 moves the loss by roughly 0.3 percentage points, and using 60 pairs instead of 40 moves it by about 0.1. The second decimal of the loss therefore describes this model coating, not a real one. With a cap of 2.0 or 3.0 nm instead of 2.5 nm, and the period retuned, the same carbon film would cost about 2.7 or 6.8 percent.

Over a flat spectrum from 13.0 to 14.0 nm, with the optical constants held fixed, the loss is 5.24 percent.

## Comparison with a real train

Eleven reflections, a wavelength of 13.5 nm and capped molybdenum/silicon coatings place the example in the regime of an extreme-ultraviolet lithography tool. The computed reflectance is somewhat high, since real multilayers have diffuse and rough interfaces; values in the upper sixties of percent are a rough guide. Real incidence angles also differ from zero. At 10 degrees, counting only the longer path in the film, the permitted thickness is 0.353 nm, less than 2 percent lower. The accompanying change of mirror phase is left out of this figure and can outweigh it. The density of the deposit matters more than the longer path: if $a$ is 25 percent lower, the simple formula gives a permitted thickness of 0.478 nm. Among the effects sized here, the mirror phase can move the answer furthest. If the mirrors share one coating design and are used at the same angle, $F$ departs from 1 in the same way at each of them. These departures add along the train instead of averaging out, and the budget should then be computed for that coating. The remaining values are listed in the numerical output.

## Table of computed values

```
Mirrors: 11; film passages: 22
Permitted total loss: 5.0 percent
Carbon absorption coefficient: 0.0065 1/nm
-ln(1-L): 0.051293
2 N a: 0.1430 1/nm
Permitted thickness, formula: 0.3587 nm
Permitted thickness, path integration: 0.3587 nm
Same result in angstrom: 3.59 angstrom
Small-loss estimate: 0.3497 nm
Mistake, one passage per mirror: 0.7174 nm
Mistake, 5 percent at each mirror: 3.946 nm
Loss per mirror: 0.465 percent
Loss, uneven films of same sum: 5.000 percent
Uneven film range: 0.072 to 0.646 nm
Carbon density (rough): 2.2 g/cm3
Carbon atoms in permitted film: 3.96e+15 1/cm2
Carbon atoms in one graphene sheet: 3.82e+15 1/cm2
Wavelength: 13.5 nm
Carbon delta (rough), beta: 0.038, 0.00698
Mo index (rough): 0.924 + 0.0064 i
Si index (rough): 0.999 + 0.0018 i
Ru index (rough): 0.886 + 0.0171 i
Mo/Si pairs: 40; Mo fraction: 0.40
Tuned period: 6.900 nm; Ru cap: 2.5 nm
Ideal coating reflectance: 73.9 percent
Coating reflection phase: -58.8 degrees
Thin-film loss bracket at that phase: 0.804
Bracket range: -0.316 to 2.316
Phase-averaged/simple exponent: 0.9608
Losses below are for the permitted film; negative means a gain
Total loss, worst phase: 10.82 percent
Total loss, best phase: -1.54 percent
Total loss, Ru-capped coating: 4.84 percent
Total loss, flat 13.0-14.0 nm band: 5.24 percent
Permitted thickness, worst phase: 0.161 nm
Permitted thickness, Ru-capped coating: 0.369 nm
Permitted thickness at 10 degrees: 0.3528 nm
Permitted thickness, 25 percent lower a: 0.4783 nm
```
